Crack spacing in a brittle oxide scale on a stretched metal

A metal carries an adherent brittle oxide scale and is pulled in tension along x. The scale cracks through its thickness, perpendicular to x, again and again, until further stretching adds no more cracks. The problem asks what a force balance says about the final spacings.

The model is as follows. The scale has thickness h, and σ(x) is its axial stress averaged over the thickness, positive in tension. The interface transmits a shear traction of magnitude at most τ and slides where that limit is reached. The oxide cracks wherever σ reaches σ_f, which is the same at every x. A crack carries no load, and the scale does not spall. The metal strain is uniform along x and does not change when a crack forms. Let σ_∞ be the stress that an uncracked scale would carry at the current metal strain, residual stress included. It rises slowly from below σ_f to above it. Free ends of the scale count as cracks, provided there is no residual stress; with residual stress, the region considered lies away from free ends, because sliding there could have begun before the test.

**(a) Write the force balance of the scale. How far from a crack must a point lie before its stress can reach σ_f?**

Take a slice between x and x + dx, of unit width. Its neighbours pull it with hσ(x + dx) to the right and hσ(x) to the left. Let t be the traction that the metal exerts on the scale, counted positive towards −x. Equilibrium requires

hσ(x + dx) − hσ(x) − t dx = 0,

and hence

h dσ/dx = t, with |t| ≤ τ.

The sign agrees with the physical picture. Just to the right of a crack the oxide retracts towards +x, the metal holds it back towards −x, so t is positive and the stress rises away from the crack.

At a crack σ = 0. Integrating from the crack to a point at distance d, and using |t| ≤ τ, gives

σ ≤ τd/h.

The bound holds for each crack separately, so the nearest one gives the tightest limit. From here on, d(x) is the distance to the nearest crack. Reaching σ_f requires τd/h ≥ σ_f, or d ≥ l_c, where

l_c = σ_f h/τ.

This is the critical transfer length, defined here from one side: the distance over which full sliding restores the fracture stress. Some definitions take the two-sided length 2l_c, the shortest fragment whose centre can reach σ_f. All results below use the one-sided l_c.

A new crack therefore forms at least l_c from every existing one, and no gap shorter than l_c can appear. This conclusion used equilibrium and the limit on t alone. It does not depend on the order in which the cracks formed or on the direction in which the interface slid earlier.

**(b) The bound in (a) says what the stress cannot exceed. Find the stress that is actually present, assuming that the interface does not move until |t| = τ.**

Let s(x) be the displacement of the scale relative to the metal. The axial strain of the scale is the metal strain plus ds/dx. The width of the scale follows the metal, so the transverse strain is fixed during slip, and the stiffness is E' = E/(1 − ν²), with E and ν the Young modulus and Poisson ratio of the oxide:

σ = σ_∞ + E' ds/dx.

When the load rises or a crack forms, the slip changes by Δs. Friction imposes two rules: Δs = 0 where |t| < τ, and where Δs is not zero, t = τ with the sign of Δs.

Consider the trial solution

σ = min(σ_∞, τd/h).

It satisfies equilibrium, since its slope is 0 or ±τ/h, and it vanishes at the cracks. The slip rules remain to be verified. Subtracting old from new values in the stress–slip relation gives

E' dΔs/dx = (σ_new − σ_old) − Δσ_∞.

If a crack forms at fixed load, Δσ_∞ = 0. Distances to the nearest crack can only shrink, so σ_new ≤ σ_old and the right side is not positive. If the load rises at fixed cracks, the minimum of σ_∞ and a fixed number rises by no more than σ_∞ does, so again the right side is not positive. In both cases Δs never increases with x inside a gap.

The relation fixes Δs up to a constant, which we choose so that Δs = 0 at the middle of the gap. Then Δs ≥ 0 on the left half, where the sliding traction is +τ, and Δs ≤ 0 on the right half, where it is −τ. On a central plateau, where the new stress equals the new σ_∞, the old stress equalled the old σ_∞; the right side vanishes there and Δs = 0, as required where t = 0. All the rules are met.

The solution is also unique. Suppose two solutions 1 and 2 follow from the same old state. Their stresses differ by E' d(Δs₁ − Δs₂)/dx. Multiply by σ₁ − σ₂ and integrate over the gap by parts; the end terms vanish because both stresses are zero at the cracks:

∫(σ₁ − σ₂)² dx/E' = −(1/h) ∫(t₁ − t₂)(Δs₁ − Δs₂) dx.

Friction gives t₁Δs₁ = τ|Δs₁| ≥ t₂Δs₁, and likewise t₂Δs₂ ≥ t₁Δs₂. The last integrand is therefore not negative, the right side is not positive, and the left side is not negative. Both must vanish, so σ₁ = σ₂.

The stress thus climbs linearly from each crack, and either flattens at σ_∞ or meets the opposite slope at the middle. Where a new crack's slip zone overlaps an old one, the shear reverses on the side nearer the new crack.

**(c) Which spacings remain when cracking has stopped? Are the limits attained?**

In a gap of length L the largest distance to a crack is L/2, so the largest stress is

σ_max = min(σ_∞, τL/(2h)) = min(σ_∞, σ_f L/(2l_c)).

Once σ_∞ has reached σ_f, a gap with L ≥ 2l_c contains a point at σ_f and cracks. A gap with L < 2l_c has σ_max < σ_f however large σ_∞ becomes. More strain then produces more sliding and wider crack openings, but no higher oxide stress. This is saturation.

The process must end, because each crack leaves gaps of at least l_c and a finite scale has room for a finite number of them. Combining this with part (a), a scale initially at least 2l_c long ends with

l_c ≤ L < 2l_c.

In terms of the two-sided critical length, the same range runs from one half to one.

The lower limit is attained: a gap of exactly 2l_c can crack at its centre alone and leaves two gaps of l_c. The upper limit is approached as closely as desired, since a gap slightly shorter than 2l_c survives. In a longer gap, at σ_∞ = σ_f, the stress equals σ_f over a central stretch of length L − 2l_c, and the model does not say where in it the crack lands. The force balance therefore fixes the range but not the distribution or the mean. If every crack landed at mid-gap, for instance, an initial length L₀ would be halved repeatedly and all spacings would be equal.

The range can also be read backwards. If the shortest and longest saturated spacings are L_min and L_max, then l_c ≤ L_min and l_c > L_max/2, so

σ_f h/L_min ≤ τ < 2σ_f h/L_max.

This brackets τ when σ_f is known independently and is uniform.

**(d) A crack also needs energy. How much is available, and which crack receives least?**

Consider one side of a new crack, and let z be the distance from it. Within the zone where slip occurs, of length z_e, the stress falls from σ_o(z) to σ(z) = τz/h. With the metal strain held fixed, no external work is done. Per unit width, the scale loses strain energy

U = (h/2E') ∫(σ_o² − σ²) dz.

Part of this is spent on friction. The slip is zero at z_e, and by the stress–slip relation its magnitude at z is the integral of (σ_o − σ)/E' from z to z_e. The friction work is τ times the integral of that magnitude over z. Exchanging the order of integration, each stress drop at z' contributes to the slip at all z between 0 and z', which gives a factor z':

W = (τ/E') ∫ z'(σ_o − σ) dz' = (h/E') ∫ σ(σ_o − σ) dz,

where τz' = hσ was used. The difference is

U − W = (h/2E') ∫(σ_o² − σ² − 2σσ_o + 2σ²) dz = (h/2E') ∫(σ_o − σ)² dz.

Add both sides of the crack and divide by the crack area per unit width, h, to obtain the energy release G per unit area.

For an isolated crack formed at σ_∞ = σ_f, the drop on each side is σ_f(1 − z/l_c) up to z = l_c. The integral of its square is σ_f² l_c/3, so

G_iso = 2 × (1/2E') × σ_f² l_c/3 = σ_f² l_c/(3E').

For the crack that halves a gap of 2l_c, the old stress is σ_f(1 − z/l_c) and the new one is σ_f z/l_c until they meet at z = l_c/2. The drop is σ_f(1 − 2z/l_c), and the integral of its square from 0 to l_c/2 is σ_f² l_c/6. Hence

G_half = 2 × (1/2E') × σ_f² l_c/6 = σ_f² l_c/(6E').

Every other crack formed at σ_∞ = σ_f lies between these two. If the old crack on one side is at distance a ≥ l_c, the old stress there is the smaller of σ_f and τ(a − z)/h. At fixed z this grows or stays constant as a grows, while the new stress τz/h does not change. The drop, and with it G, is smallest when a = l_c on both sides.

The stress criterion is thus consistent with energy for all these cracks if G_half is at least the fracture energy of the oxide. If it is not, some gaps of 2l_c or more can survive and the upper limit fails. The lower limit stands as long as reaching σ_f remains necessary for cracking.

**(e) Real interfaces deform elastically before they slide. Let t = ks up to |t| = τ. How long a gap can now survive?**

Ignore earlier slip reversals and load a symmetric gap steadily. Where the interface is elastic, hσ' = ks, with a prime for d/dx. Differentiating and inserting s' = (σ − σ_∞)/E' gives

λ²σ'' = σ − σ_∞, with λ² = hE'/k.

Put x = 0 at the middle of the gap. The symmetric solution is σ = σ_∞ − A cosh(x/λ), valid in an elastic core |x| < b. Beyond the core, a zone of length a slides on each side. Define q = σ_∞/σ_f > 1, Λ = λ/l_c and β = b/λ.

At the core edge the traction equals τ, so (hA/λ) sinh β = τ. Since τ/h = σ_f/l_c,

A = σ_f Λ/sinh β.

The stress at the core edge must equal what the sliding zone supplies, σ_f a/l_c. Therefore

a/l_c = q − Λ coth β.

The centre is just at fracture when σ_∞ − A = σ_f, that is,

sinh β = Λ/(q − 1).

With L = 2(a + b), the limiting gap is

L/l_c = 2[q − Λ coth β + Λβ].

At fixed load, both the central stress, σ_f(q − Λ/sinh β), and L increase with β. Longer gaps therefore crack and shorter ones survive. The formula requires a ≥ 0, so that sliding has begun.

To see the approach to the earlier limit, use Λ coth β = (q − 1) cosh β. For Λ much smaller than q − 1, β ≈ Λ/(q − 1) and cosh β ≈ 1 + β²/2, so

L/l_c ≈ 2[1 − Λ²/(2(q − 1)) + Λ²/(q − 1)] = 2[1 + Λ²/(2(q − 1))].

Elastic compliance thus delays saturation, and the limit falls back to 2l_c as the load grows. Near q = 1 the delay is large, since a finite elastic gap has a centre slightly below σ_∞. The lower limit remains a bound, because |t| ≤ τ still holds. It is attained only if the interface slides all the way from the old crack to the point that reaches σ_f.

**(f) Apply the results to nickel oxide on annealed nickel at room temperature. Use these rough values: h = 5 µm, σ_f = 500 MPa, τ = 50 MPa, E = 200 GPa, ν = 0.30, residual stress −100 MPa, and oxide toughness K = 1.2 MPa m^0.5. The metal is a 1 mm sheet, oxidised on both faces, with flow stress 100 MPa and plastic Poisson ratio ν_m = 0.5.**

The transfer length is

l_c = 500 MPa × 5 µm / 50 MPa = 50 µm,

so the predicted spacings run from 50 µm up to, but not including, 100 µm. The stress rises by τ/h = 10 MPa per µm from each crack. After full sliding, the centre of a 50 µm gap carries 250 MPa and that of a 75 µm gap 375 MPa. A 100 µm gap would just reach 500 MPa and crack.

The onset strain needs the transverse contraction of the metal. At axial strain ε the width strain is −ν_m ε, so

σ_∞ = E'(1 − νν_m)ε + σ_res.

Here E' = 200/0.91 = 219.8 GPa and 1 − νν_m = 0.85. The oxide stress must rise by 600 MPa from its residual value, which gives ε ≈ 0.32 %. Without residual stress the onset would be about 0.27 %. Residual stress shifts the strain at which cracking begins, but l_c does not contain it.

The oxide fracture energy is K²/E' ≈ 6.6 J/m². Part (d) gives G_iso ≈ 19 J/m² and G_half ≈ 9.5 J/m². Both exceed the requirement, the second by a modest margin: it varies as σ_f³h/τ, so a weaker or thinner scale could violate the condition. These values are for an interface that is rigid until it slides. Elastic shear with λ = 10 µm, the estimate of part (g), raises G_iso to about 21 J/m², and raises the release at the centre of a 100 µm gap to between 11 and 13 J/m² for σ_∞ from σ_f to 2σ_f.

For the mean spacing, suppose that cracks land at random. This was simulated for a scale 4000 l_c long, with possible crack sites 1 µm apart. Sites were tried in random order, and a site cracked if it lay at least 50 µm from every existing crack. The 3013 resulting gaps ranged from 50 to 99 µm, with a mean of 66.4 µm, a value that moves by a few tenths of a µm with the random order. The longest possible value on this grid is 99 µm, since a 100 µm gap has a site at its centre that cracks. Applied to these gaps, the bracket of part (c) gives τ between 50 and 50.5 MPa.

**(g) Which neglected effects matter most for these numbers?**

With one crack site per µm, strength scatter mainly moves the lower limit. It can also let a gap slightly longer than 2l_c survive, if the sites near its middle happen to be strong. The simulation was repeated with each site's strength drawn from a normal distribution of mean 500 MPa and standard deviation 50 MPa. As the load rises, sites are tried from weakest to strongest; a site cracks if its distance to the nearest crack, times 10 MPa per µm, is at least its strength. A site that fails this condition never cracks later, because its distance can only shrink. The gaps now range from 36 to 99 µm with a mean of 59.3 µm, and 32 % are shorter than 50 µm. Because sites crack in order of strength, a 36 µm gap away from the ends of the scale needs two sites 36 µm apart, both no stronger than 360 MPa. Such sites lie in the weak tail, 2.8 standard deviations or more below the mean. This run applies the stress criterion alone. By part (d), a crack formed at σ_∞ = 360 MPa with one neighbour at 36 µm and the other far away releases 0.72³ × (G_iso + G_half)/2 ≈ 5.3 J/m², less than the 6.6 J/m² required. With uniform toughness and a rigid interface such a crack would be delayed to a higher load. The shortfall belongs to the rigid-interface model: with the elastic shear considered below, the site reaches 360 MPa only near σ_∞ = 460 MPa, where the release is about 9.6 J/m². Either way, the figures of this run show a trend and are not predictions for this oxide. The bracket for τ also breaks down: the shortest gap would demand at least 69 MPa, while the longest demands less than 50.5 MPa. Such a contradiction shows that at least one assumption of the uniform model has failed.

Elastic shear moves the upper limit. For an oxide and a metal of comparable stiffness, take λ roughly as 2h = 10 µm, so Λ = 0.2. The longest surviving gap from part (e) is then:

- about 117 µm at σ_∞ = 1.1σ_f, a strain of 0.35 %;
- about 104 µm at 1.5σ_f, a strain of 0.46 %;
- about 102 µm at 2σ_f, a strain of 0.59 %.

A test stopped just after first cracking can therefore leave gaps above 100 µm in this model, and moderate further strain removes most of the excess. These lengths treat the metal as elastic. Metal that is already flowing can be more compliant, which would make λ and the surviving gaps longer.

The metal limits τ. With the von Mises criterion its shear yield stress is 100/√3 = 57.7 MPa. If the metal does not harden, it cannot transmit more than this, and for uniform σ_f no spacing can fall below 500 × 5/57.7 = 43.3 µm. Moreover, in the absence of transverse stress, metal that carries 50 MPa of shear can carry an axial stress of only √(100² − 3 × 50²) = 50 MPa at yield. A stress along the width raises this to at most 57.7 MPa. Unless it also carries a tension normal to the interface, metal next to the sliding interface therefore cannot carry the full 100 MPa of axial tension, and a constant τ of 50 MPa is an effective value for a thin layer whose stress state varies along the gap.

At a crack, the load dropped by the scale passes into the sheet. For cracks facing each other on both faces, the mean metal stress rises by 2 × 500 × 5/1000 = 5 MPa, which is 5 % of the flow stress. The extra strain this causes is roughly the stress rise divided by the hardening slope of the metal. For a slope of 1.6 GPa it would be about 0.3 %, as large as the onset strain, so uniform metal strain is a doubtful assumption for a soft, weakly hardening metal. The lower limit of part (a) does not depend on it.

For a real scale of this kind, σ_f and τ should be determined for the specimen in question. The fracture stress depends on flaws left by growth, and τ on the metal surface and its hardening. The values used are plausible round numbers, not measurements of one specimen. With λ = 10 µm, elastic shear can shift the spacing limits most just after first cracking. Once σ_∞ is well above σ_f, strength scatter moves the lower limit by more than elastic shear moves the upper one: in the simulated scale, 10 % scatter lowers the shortest spacing from 50 to 36 µm, with τ held fixed and the energy condition left out. This shortest value also depends on the length of the scale and the density of crack sites, and the density moves the mean and the longest gap as well. With five sites per µm the longest gap is about 89 µm and the mean about 54 µm; with one site per 5 µm the longest is 110 to 115 µm and the mean about 65 µm. At oxidation temperatures creep would relax both the oxide stress and the interfacial shear, and a constant τ would need separate justification.
